# Heat conductance of a free-molecular gas gap between fully accommodating walls

## Question

I am working on heat flow across a sealed air gap between two interconnect lines. The gap is much narrower than the mean free path of the gas. The exercise says: for a monatomic gas and fully accommodating walls, show that the heat conductance per area is

$$
h=\frac{2k_Bp}{\sqrt{2\pi m k_BT}},
$$

independent of the gap width.

My attempt: a gas at pressure $p$ and temperature $T_i$ sends $p/\sqrt{2\pi mk_BT_i}$ atoms per area and time to one side, and each atom carries $\tfrac32k_BT_i$. Subtracting the two directions gives

$$
q=\frac{3k_Bp}{2\sqrt{2\pi mk_B}}\left(\sqrt{T_1}-\sqrt{T_2}\right)
\approx\frac{3}{4}\,\frac{k_Bp\,(T_1-T_2)}{\sqrt{2\pi mk_BT}} .
$$

The shape is right, but the prefactor is $3/4$ instead of $2$. Where does the missing factor $8/3$ come from? I also don't see how a conductance can be independent of the distance the heat has to cross. Does the formula matter for a real gap some 30 nm wide?

## Answer

Two separate errors make up your factor. Atoms that leave a wall carry $2k_BT$ on average, not $\tfrac32k_BT$, which accounts for $4/3$. The two streams must also have equal particle fluxes, not equal pressures, which accounts for the remaining $2$.

### Setting

I write $k$ for $k_B$. Wall 1 at $T_1$ lies at $z=0$ and wall 2 at $T_2$ lies at $z=d$. The assumptions are:

- The walls are large compared with $d$, and the state is steady.
- Atoms cross the gap without colliding and without feeling a force, and the gas is dilute and classical.
- Accommodation is full: an atom that hits a wall forgets its past and leaves like the atoms that stream through a plane in a gas in equilibrium at the wall temperature.
- The atoms have no internal energy to exchange.

In the gap, all atoms with $v_z>0$ come from wall 1 and all atoms with $v_z<0$ from wall 2. Each group is one half of a Maxwellian,

$$
f_i(\mathbf v)=n_i\left(\frac{m}{2\pi kT_i}\right)^{3/2}e^{-mv^2/2kT_i},
$$

with $i=1$ for $v_z>0$ and $i=2$ for $v_z<0$. Here $n_i$ is the density that the complete Maxwellian would have. Since half of it is present, the true density in the gap is $(n_1+n_2)/2$.

### Particles and energy leaving a wall

Let $a=m/2kT_i$, and let $v$ be the velocity component away from the wall. The tangential components integrate to one, so the particle flux is

$$
J_i=n_i\sqrt{\frac{m}{2\pi kT_i}}\int_0^\infty v\,e^{-av^2}dv
=n_i\sqrt{\frac{m}{2\pi kT_i}}\;\frac{kT_i}{m}
=n_i\sqrt{\frac{kT_i}{2\pi m}},
$$

where the integral is $1/(2a)=kT_i/m$.

For the energy per emitted atom, the average must be weighted with $v$, because fast atoms cross a given plane more often than slow ones. For the normal motion,

$$
\left\langle \tfrac12mv^2\right\rangle_{\rm flux}
=\frac m2\,\frac{\int_0^\infty v^3e^{-av^2}dv}{\int_0^\infty v\,e^{-av^2}dv}
=\frac m2\,\frac{1/(2a^2)}{1/(2a)}=\frac{m}{2a}=kT_i .
$$

The weight does not involve the two tangential components, so each keeps its ordinary $\tfrac12kT_i$. The total is

$$
kT_i+\tfrac12kT_i+\tfrac12kT_i=2kT_i .
$$

Your $\tfrac32kT$ is the mean energy of the atoms present in a volume. The heat flux needs the mean energy of the atoms passing through a surface.

### Balance of the two streams

In a steady state no atoms pile up at either wall, so $J_1=J_2=J$, that is

$$
n_1\sqrt{T_1}=n_2\sqrt{T_2}.
$$

The hotter stream is faster and therefore thinner. In your attempt both streams had the same pressure, hence fluxes proportional to $1/\sqrt{T_i}$. The cold wall would then emit more atoms than it receives, which cannot last.

With equal fluxes the net heat flux from wall 1 to wall 2 is

$$
q=J\,(2kT_1)-J\,(2kT_2)=2kJ\,(T_1-T_2).\tag{1}
$$

### From particle flux to pressure

The pressure on a plane parallel to the walls is the flux of normal momentum through it. Both streams contribute with the same sign: an atom moving backwards carries negative momentum in the negative direction. One stream gives

$$
m\,n_i\sqrt{\frac{m}{2\pi kT_i}}\int_0^\infty v^2e^{-av^2}dv=\tfrac12n_ikT_i,
$$

half the pressure of the full Maxwellian, because the integrand is even. Therefore

$$
p=\tfrac12k\,(n_1T_1+n_2T_2).
$$

From the flux formula, $n_i=J\sqrt{2\pi m/(kT_i)}$, so $kn_iT_i=J\sqrt{2\pi mk}\,\sqrt{T_i}$. Inserting this,

$$
p=J\sqrt{2\pi mk}\;\frac{\sqrt{T_1}+\sqrt{T_2}}2
=J\sqrt{2\pi mkT_*},\qquad
T_*=\left(\frac{\sqrt{T_1}+\sqrt{T_2}}2\right)^2 .
$$

Solving for $J$ and inserting it in (1) gives

$$
q=\frac{2kp}{\sqrt{2\pi mkT_*}}\,(T_1-T_2).\tag{2}
$$

Within the assumptions, (2) holds for any two wall temperatures. For a small difference, set $T_{1,2}=T\pm\Delta/2$ and expand the roots:

$$
\frac{\sqrt{T_1}+\sqrt{T_2}}2=\sqrt T\left(1-\frac{\Delta^2}{32T^2}+\dots\right).
$$

The first-order terms cancel, so $T_*\to T$ and

$$
h=\frac{q}{T_1-T_2}=\frac{2kp}{\sqrt{2\pi mkT}} .
$$

This is the required result. Using the mean temperature in place of $T_*$ makes $h$ too small by the fraction $\Delta^2/32T^2$ to leading order. Even for walls at 900 K and 300 K the full error is only $-3.41\,\%$ relative to (2).

### Why the width is absent

Without collisions or forces, the steady kinetic equation is $v_z\,\partial f/\partial z=0$. Each half of the distribution is the same at every $z$, so nothing in $J$, $p$ or $q$ refers to $d$. There is no temperature gradient to drive the heat. Each atom takes its energy directly from one wall to the other. In a wider gap an atom makes the trip less often, but at fixed density there are proportionally more atoms per wall area, and the two effects cancel.

It matters what is held fixed:

- **Fixed $p$ and $T$:** $h$ does not depend on $d$.
- **Fixed number $N$ of atoms per wall area:** for a small temperature difference $p=NkT/d$, and so $h\propto1/d$.

A particle simulation shows the first case. It uses units in which $k$, $m$ and the density are one, with walls at temperatures 2.0 and 0.5, and measures the pressure and the heat delivered separately. Equation (2) predicts $q/[p(T_1-T_2)]=0.7523$. The simulation gives 0.7524 at width 1 and 0.7521 at width 3.

### What collisions change

In a dense gas $q=\kappa\,(T_1-T_2)/d$, where $\kappa$ is the thermal conductivity, and the width is back. A simple interpolation adds the two thermal resistances:

$$
\frac1{h_{\rm total}}\approx\frac1h+\frac d\kappa .\tag{3}
$$

The width drops out when $d\ll\kappa/h$, a length of the order of a few mean free paths.

I repeated the simulation with elastic, isotropic collisions at a rate of 3 per atom and unit time, with walls at 1.4 and 0.6. The collisionless value of $q/[p(T_1-T_2)]$ would be 0.8151. The result is now 0.5593 at width 1 and 0.3756 at width 3, so collisions both lower the conductance and make it depend on width. To compare with rule (3) we need $\kappa$. One such collision per atom removes on average one third of the heat flux, so at a collision rate of 3 the heat flux relaxes at the rate $1/\tau=1$. Kinetic theory then gives $\kappa=\tfrac52(k/m)\,p\,\tau$, which is $2.5\,p$ in these units. With this value rule (3) gives 0.6147 and 0.4121, about 10 % above the simulation in both cases. The finite time step of the simulation lowers its conductivity by about 1.7 %, so its two values are good to about 1 %, and the excess of the rule is best read as 8 to 10 %. It is good for estimating the size of the effect, not for precise values.

### A sealed gap with numbers

Take an argon-filled gap of width 30 nm and height 100 nm between two lines. Suppose it is closed at 5.0 Torr and 673 K, rough values for a gap pinched off during plasma deposition, and used with walls at 378 K and 368 K. If no gas collects on the walls, the sealed density stays fixed and the pressure falls in proportion to the temperature:

$$
p=5.0\ \text{Torr}\times\frac{373}{673}=2.771\ \text{Torr}=369.5\ \text{Pa}.
$$

With $m=6.634\times10^{-26}$ kg the particle flux is

$$
J=\frac{p}{\sqrt{2\pi mkT}}=7.975\times10^{24}\ \text{m}^{-2}\text{s}^{-1},
$$

and therefore

$$
h=2kJ=2\,(1.381\times10^{-23})(7.975\times10^{24})
\approx220\ \text{W/(m}^2\text{K)}=0.0220\ \text{W/(cm}^2\text{K)}.
$$

The difference of 10 K drives about $2200\ \text{W/m}^2$ through the gas. The error from using the mean temperature is 0.002 %, which is negligible.

You may see the gas described by an effective conductivity $hd=6.6\times10^{-6}$ W/(m K). This number is proportional to $d$ and is not a property of argon. The hard-sphere estimate of the ordinary conductivity of the gas is about 0.02 W/(m K), roughly 3000 times larger. Using that value in $\kappa/d$ would overestimate the gas conductance by the same factor.

### How far the assumptions hold here

**Collisions.** With a rough atomic diameter of 0.36 nm the mean free path is 24 µm, about 800 gap widths. The crossover width $\kappa/h$ is 89 µm, and (3) puts the loss of conductance near 0.03 %. For so small a loss the rule is too low by about a factor of two, but the loss stays below 0.1 % and is negligible here. The situation would be different at 760 Torr and the same temperature. The mean free path scales as $1/p$ and would be only about three gap widths, so the free-molecular formula would no longer be accurate.

**Accommodation.** Let each wall bring an incoming atom only a fraction $\alpha$ of the way to the wall's own mean energy $E_i=2kT_i$. The mean energies per atom in the two streams then obey

$$
\varepsilon_+=\alpha E_1+(1-\alpha)\varepsilon_-,\qquad
\varepsilon_-=\alpha E_2+(1-\alpha)\varepsilon_+ .
$$

Subtracting the second from the first,

$$
\varepsilon_+-\varepsilon_-=\alpha(E_1-E_2)-(1-\alpha)(\varepsilon_+-\varepsilon_-),
$$

and collecting terms,

$$
\varepsilon_+-\varepsilon_-=\frac{\alpha}{2-\alpha}\,(E_1-E_2).
$$

The relation between $J$ and $p$ has no first-order change, because exchanging two equal walls reverses $T_1-T_2$ but leaves $J/p$ as it was. So $h$ is multiplied by $\alpha/(2-\alpha)$ for small differences. For an illustrative $\alpha=0.9$ the factor is 0.818, and $h$ falls to about 180 W/(m² K).

**Finite height.** The walls are only about three times as high as the gap is wide, so some atoms hit the top or bottom cap first. Treat the lines as long strips of height $H$. For diffuse emission, the angle $\theta$ from the wall normal, projected on the cross-section, has probability $\tfrac12\cos\theta\,d\theta$. For a start at height $y$ and an arrival at $y'$ on the other wall, at distance $r=\sqrt{d^2+(y'-y)^2}$, we have $\cos\theta=d/r$ and $d\theta=d\,dy'/r^2$. The fraction flying directly across is

$$
F=\frac1H\int_0^H\!dy\int_0^H\!dy'\,\frac{d^2}{2r^3}
=\frac1{2H}\int_0^H\!\left[\frac{H-y}{\sqrt{d^2+(H-y)^2}}+\frac{y}{\sqrt{d^2+y^2}}\right]dy .
$$

The two terms in the bracket have equal integrals, each $\sqrt{d^2+H^2}-d$, so

$$
F=\sqrt{1+\left(\frac dH\right)^2}-\frac dH=\sqrt{1.09}-0.30=0.744 .
$$

If the caps accommodate fully and sit at the mean temperature, atoms exchanged with them carry half the energy difference. At the same $J$, the heat leaving the hot line is multiplied by $F+\tfrac12(1-F)=0.872$, which gives about 192 W/(m² K). At fixed height this factor does depend on $d$. The width independence belongs to walls that are large compared with the gap.

**Wall attraction.** The walls attract the atoms over a range below a nanometre, and more atoms sit in these wells at 373 K than at the sealing temperature. In so small a cavity this lowers the pressure in the open gap, and $h$ with it. For a 9-3 wall potential with an illustrative well depth between 40 and 100 meV, the reduction is 2 to 13 % of the 369.5 Pa found above.

**Quantum effects.** The thermal de Broglie wavelength is 0.014 nm, far below the gap width, so classical flight is safe.

### Does the gas matter in the real gap?

The gas is one of several parallel paths, and for these numbers a weak one. Ordinary radiation by propagating waves adds at most the blackbody value, about 12 W/(m² K), and much less between walls of a good metal such as copper. At 30 nm, however, the evanescent fields of polar or metallic surfaces can also carry heat across. A rough model of two thick oxide bodies, with two lattice-vibration bands each and retardation ignored, gives about 3600 W/(m² K), some 16 times the gas value. Halving or doubling the assumed band damping of 6 meV moves this to about 4200 or 2700 W/(m² K). Thin liners on metal lines would give a different number, so I would take from this only that near-field radiation cannot be dismissed beside the gas.

A solid low-k filling with a rough conductivity of 0.3 W/(m K) would conduct

$$
\frac{0.3\ \text{W/(m K)}}{30\times10^{-9}\ \text{m}}=1.0\times10^7\ \text{W/(m}^2\text{K)},
$$

about 45,000 times as much as the gas. For this example, then, the gap is close to an insulator between the lines, and a thermal model of the structure should concentrate on the solid paths around it.

The least certain input is the gas itself. A real sealed gap may hold process gases, reaction products and later outgassing from its walls, and its pressure is seldom known well. In the free-molecular regime an error in $p$ passes to $h$ in direct proportion. Molecules also carry rotational energy, which the monatomic formula leaves out. For a gap like this one, the 220 W/(m² K) is best read as the size of the gas contribution, not as the total conductance of the gap. The remaining digits are in the numerical output below.

## Table of computed values

```
TESTS
energy per emitted atom / (kB T): 2.000000
simulation, walls 2.0 and 0.5, q/(p dT), units kB = m = n = 1
  law: 0.7523
  no collisions, width 1: 0.7524
  no collisions, width 3: 0.7521
kept after one collision: stress 0.495, heat 0.664
simulation, walls 1.4 and 0.6, collision rate 3.0 per atom
  collisionless law: 0.8151
  width 1: 0.5593, series rule 0.6147, wall resistance ratio 1.131
  width 3: 0.3756, series rule 0.4121, wall resistance ratio 1.192
error of mean-T formula, walls 900 and 300 K: -3.41 %
EXAMPLE: argon in a sealed gap
gap width: 30 nm, height: 100 nm
sealing: 5.0 Torr at 673 K
walls: 378 K and 368 K, mean 373 K
atomic mass: 6.6339e-26 kg
pressure in use: 2.771 Torr = 369.5 Pa
one-way particle flux: 7.9746e+24 1/(m2 s)
gas conductance h: 220.20 W/(m2 K)
  the same: 0.02202 W/(cm2 K)
heat flux between the walls: 2202.0 W/m2
error of mean-T formula here: -0.00225 %
effective conductivity h d: 6.606e-06 W/(m K)
NEGLECTED EFFECTS
hard-sphere diameter (rough): 0.36 nm
mean free path: 24.21 um
mean free path / width: 807
hard-sphere gas conductivity: 0.0196 W/(m K)
crossover width kappa/h: 89.1 um
loss of h by collisions (rough): 0.03 %
factor for accommodation 0.9: 0.8182
direct line-to-line fraction: 0.7440
factor for finite height: 0.8720
thermal de Broglie wavelength: 0.0143 nm
far-field blackbody conductance: 11.77 W/(m2 K)
near-field radiation (rough): 3620 W/(m2 K)
near-field radiation / gas: 16.44
low-k solid, 0.3 W/(m K): 1.00e+07 W/(m2 K)
low-k solid / gas: 4.54e+04
```
